# Expanding pure Gaussian shells in Cartesian Gaussians: the Schlegel–Frisch formula, part 1

(Sections cited here and not found follow in the later parts.)

One- and two-electron integrals are conveniently evaluated over Cartesian Gaussians, \(x^{l_x}y^{l_y}z^{l_z}e^{-\alpha r^2}\), because these factorise into three one-dimensional functions. A basis set may instead be specified by functions of definite angular momentum about each centre, and from \(l=2\) on the two sets differ. There are six monomials of degree two but five d functions, ten of degree three but seven f functions, fifteen of degree four but nine g functions. The surplus has lower angular momentum: \(xx+yy+zz=r^2\) is an s function. A basis set that is defined with pure d, f and g shells therefore needs, for every shell, the coefficients that combine the Cartesian components into functions of sharp \(l\) and \(m\). When each Cartesian component is normalised to unity on its own, the coefficients also have to absorb the different norms of \(xx\) and \(xy\), of \(xxxx\), \(xxxy\) and \(xxyy\). The Schlegel–Frisch formula gives these coefficients for arbitrary \(l\).

## Functions, conventions and the statement

All functions sit on one centre, the origin, and share one exponent \(\alpha>0\). A multi-index \(a=(l_x,l_y,l_z)\) with \(l_x+l_y+l_z=l\) labels the monomial \(\mathbf r^a=x^{l_x}y^{l_y}z^{l_z}\). The normalised Cartesian Gaussian is

\[ g_a=N_a\,\mathbf r^a e^{-\alpha r^2},\qquad N_a>0,\qquad \int g_a^2\,d^3r=1 . \]

The normalised pure function has radial power exactly \(l\),

\[ G_{lm}=\tilde N_l\, r^l\, Y_{lm}(\theta,\varphi)\,e^{-\alpha r^2},\qquad \tilde N_l>0 . \]

Throughout, \(\mu=|m|\) and \(\lambda=l-\mu\). The phase of \(Y_{lm}\) is fixed by requiring that \(r^lY_{lm}\) contain the term \((x\pm iy)^{\mu}z^{\lambda}\), upper sign for \(m\ge0\), with a positive coefficient. This convention has no Condon–Shortley phase. The harmonic with that phase equals \((-1)^m\) times the present one for \(m>0\) and coincides with it for \(m\le0\). In the present convention \(G_{l,-\mu}=G_{l\mu}^*\).

Two abbreviations recur: \(D_a=(2l_x-1)!!\,(2l_y-1)!!\,(2l_z-1)!!\) with \((-1)!!=1\), and \(a!=l_x!\,l_y!\,l_z!\). A binomial coefficient \(\binom nk\) is zero unless \(0\le k\le n\).

The statement is that \(G_{lm}=\sum_a c(l,m,a)\,g_a\), that the coefficients are unique and independent of \(\alpha\), that they vanish unless \(j=(l_x+l_y-\mu)/2\) is a non-negative integer, and that otherwise \(c=W A_j B\) with

\[ W^2=\frac{(2l_x)!\,(2l_y)!\,(2l_z)!\;l!\;(l-\mu)!}{(2l)!\;l_x!\,l_y!\,l_z!\;(l+\mu)!},\qquad W>0, \]

\[ A_j=\frac1{2^l\,l!}\sum_{i=0}^{\lfloor\lambda/2\rfloor}\binom li\binom ij(-1)^i\frac{(2l-2i)!}{(l-\mu-2i)!}, \]

\[ B=\sum_{k=0}^{j}\binom jk\binom{\mu}{l_x-2k}(\pm i)^{\mu-l_x+2k}. \]

This is the Schlegel–Frisch form. It is closed in the sense of two finite sums. The sum in \(A_j\) can be carried out exactly, and the second derivation below produces it already summed.

Uniqueness needs one line. The monomials of degree \(l\) are linearly independent, and multiplying them by the nonzero factors \(N_ae^{-\alpha r^2}\) keeps them so; an expansion in the \(g_a\), if it exists, has only one set of coefficients.

Both derivations use the Gaussian moments \(M_n(\beta)=\int_{-\infty}^\infty x^ne^{-\beta x^2}dx\). Since \(xe^{-\beta x^2}=-\frac1{2\beta}\frac{d}{dx}e^{-\beta x^2}\), partial integration gives \(M_n=\frac{n-1}{2\beta}M_{n-2}\). Odd moments vanish by parity and \(M_0=\sqrt{\pi/\beta}\), so

\[ M_{2n}(\beta)=\frac{(2n-1)!!}{(2\beta)^n}\sqrt{\frac\pi\beta}. \]

The square of \(g_a\) carries \(\beta=2\alpha\), and the three-dimensional integral is the product of three such moments:

\[ N_a^{-2}=\frac{D_a}{(4\alpha)^l}\left(\frac{\pi}{2\alpha}\right)^{3/2}. \]

## First derivation: Rodrigues' formula and binomial expansion

This route starts from the explicit spherical harmonic. With \(t=\cos\theta\), \(u(t)=(t^2-1)^l\) and Rodrigues' formula \(P_l=u^{(l)}/(2^ll!)\),

\[ Y_{lm}=K_{l\mu}\sin^\mu\theta\;P_l^{(\mu)}(t)\,e^{im\varphi},\qquad K_{l\mu}>0, \]

where \(P_l^{(\mu)}\) is the \(\mu\)-th derivative of \(P_l\). The route takes this as the definition of the pure angular function. That it has sharp \(l\) and obeys the phase rule above is shown where the two derivations are joined.

### The angular constant

The \(\varphi\) integral of \(|Y_{lm}|^2\) gives \(2\pi\), so \(K_{l\mu}^{-2}=2\pi I\) with

\[ I=\frac1{(2^ll!)^2}\int_{-1}^1 q(t)\,u^{(l+\mu)}(t)\,dt,\qquad q=(1-t^2)^\mu\,u^{(l+\mu)} . \]

All \(l+\mu\) derivatives are moved from \(u\) to \(q\) by partial integration. The boundary term at step \(s=0,\dots,l+\mu-1\) is proportional to \(q^{(s)}u^{(l+\mu-1-s)}\) at \(t=\pm1\). For \(s<\mu\) the factor \(q^{(s)}\) vanishes there, because \(q\) has a zero of order \(\mu\). For \(s\ge\mu\) the order of the derivative of \(u\) is at most \(l-1\), and \(u\) has a zero of order \(l\). Every boundary term is zero, and

\[ \int_{-1}^1 q\,u^{(l+\mu)}dt=(-1)^{l+\mu}\int_{-1}^1q^{(l+\mu)}\,u\,dt . \]

The leading term of \(u^{(l+\mu)}\) is \(\frac{(2l)!}{(l-\mu)!}t^{l-\mu}\) and that of \((1-t^2)^\mu\) is \((-1)^\mu t^{2\mu}\). So \(q\) has degree \(l+\mu\) and its derivative of that order is the constant \((-1)^\mu(l+\mu)!\,(2l)!/(l-\mu)!\). With \(u=(-1)^l(1-t^2)^l\) the signs multiply to \((-1)^{l+\mu}(-1)^\mu(-1)^l=+1\). The remaining integral \(J_l=\int_{-1}^1(1-t^2)^ldt\) obeys, after one partial integration of \(1\cdot(1-t^2)^l\),

\[ J_l=2l\int_{-1}^1t^2(1-t^2)^{l-1}dt=2l\,(J_{l-1}-J_l), \]

so \(J_l=\frac{2l}{2l+1}J_{l-1}\), and from \(J_0=2\) follows \(J_l=2\cdot2^ll!/(2l+1)!!\). The product of the odd numbers is \((2l+1)!!=(2l+1)!/(2^ll!)\), because the even numbers up to \(2l\) multiply to \(2^ll!\). Hence \(J_l=2(2^ll!)^2/(2l+1)!\) and

\[ I=\frac{(l+\mu)!}{(l-\mu)!}\,\frac{2\,(2l)!}{(2l+1)!}=\frac{2}{2l+1}\frac{(l+\mu)!}{(l-\mu)!},\qquad K_{l\mu}^2=\frac{2l+1}{4\pi}\frac{(l-\mu)!}{(l+\mu)!}. \]

### The radial constant and the ratio of norms

With \(Y_{lm}\) normalised on the sphere, \(\tilde N_l^{-2}=\int_0^\infty r^{2l+2}e^{-2\alpha r^2}dr=\tfrac12M_{2l+2}(2\alpha)\). Writing \((4\alpha)^{l+1}=2^{l+1}(2\alpha)^{l+1}\),

\[ \tilde N_l^2=\frac{2^{l+2}(2\alpha)^{l+3/2}}{(2l+1)!!\,\sqrt\pi}. \]

The Cartesian constant in the same form is \(N_a^2=2^l(2\alpha)^{l+3/2}\pi^{-3/2}/D_a\). In the quotient the power of \(\alpha\) cancels:

\[ \frac{\tilde N_l^2K_{l\mu}^2}{N_a^2}=\frac{4\pi\,D_a}{(2l+1)!!}\cdot\frac{2l+1}{4\pi}\frac{(l-\mu)!}{(l+\mu)!}=\frac{D_a}{(2l-1)!!}\frac{(l-\mu)!}{(l+\mu)!}. \]

Each double factorial is converted with \((2n-1)!!=(2n)!/(2^nn!)\). The powers of two are \(2^{-l_x-l_y-l_z}=2^{-l}\) in the numerator and \(2^{-l}\) in the denominator, and they cancel. What remains is the expression for \(W^2\) given above, so

\[ W=\frac{\tilde N_lK_{l\mu}}{N_a},\qquad W^2=\frac{D_a}{(2l-1)!!}\frac{(l-\mu)!}{(l+\mu)!}. \]

### The polynomial

The binomial theorem gives \(u=\sum_i\binom li(-1)^it^{2l-2i}\). Differentiating \(l+\mu\) times turns \(t^{2l-2i}\) into \(\frac{(2l-2i)!}{(\lambda-2i)!}t^{\lambda-2i}\) when \(2i\le\lambda\) and into zero otherwise:

\[ P_l^{(\mu)}(t)=\frac1{2^ll!}\sum_{i=0}^{\lfloor\lambda/2\rfloor}\binom li(-1)^i\frac{(2l-2i)!}{(\lambda-2i)!}\,t^{\lambda-2i}. \]

The factor \(r^l\) is split as \(r^\mu r^\lambda\). The first part combines with the azimuthal factor, \(r^\mu\sin^\mu\theta\,e^{\pm i\mu\varphi}=(x\pm iy)^\mu\). The second combines with the powers of \(t=z/r\), \(r^\lambda t^{\lambda-2i}=r^{2i}z^{\lambda-2i}\). Thus \(r^lY_{lm}=K_{l\mu}(x\pm iy)^\mu F\) with

\[ F=r^\lambda P_l^{(\mu)}(z/r)=\frac1{2^ll!}\sum_i\binom li(-1)^i\frac{(2l-2i)!}{(\lambda-2i)!}\,r^{2i}z^{\lambda-2i}. \]

Only even powers of \(r\) occur, so \(F\) is a polynomial. With \(\rho^2=x^2+y^2\), the expansion \(r^{2i}=\sum_j\binom ij\rho^{2j}z^{2i-2j}\) makes the power of \(z\) equal to \(\lambda-2i+2i-2j=\lambda-2j\), independent of \(i\). Collecting the terms with the same \(j\),

\[ F=\sum_{j=0}^{\lfloor\lambda/2\rfloor}A_j\,\rho^{2j}z^{\lambda-2j}, \]

with \(A_j\) exactly the sum in the statement.

Two more binomial expansions finish the work:

\[ \rho^{2j}=\sum_k\binom jkx^{2k}y^{2j-2k},\qquad (x\pm iy)^\mu=\sum_p\binom\mu p x^p(\pm i)^{\mu-p}y^{\mu-p}. \]

The term \((j,k,p)\) is the monomial with \(l_x=2k+p\), \(l_y=2j-2k+\mu-p\) and \(l_z=\lambda-2j\). Adding the first two gives \(l_x+l_y=2j+\mu\). A given monomial therefore fixes \(j\), and it is absent unless \((l_x+l_y-\mu)/2\) is a non-negative integer. For each \(k\) it also fixes \(p=l_x-2k\), which leaves the single sum \(B\). The coefficient of \(\mathbf r^a\) in \(r^lY_{lm}\) is \(K_{l\mu}A_jB\). Substituting \(\mathbf r^ae^{-\alpha r^2}=g_a/N_a\),

\[ G_{lm}=\sum_a\frac{\tilde N_lK_{l\mu}}{N_a}A_jB\;g_a=\sum_aWA_jB\;g_a , \]

which is the Schlegel–Frisch formula. The phase factor in \(B\) can also be written \((-1)^{\pm(\mu-l_x+2k)/2}\), with the understanding \((-1)^{\pm1/2}=\pm i\).

The phase simplifies. From \(l_x+l_y=2j+\mu\) follows \(\mu-l_x+2k=l_y-2(j-k)\), and \((\pm i)^{-2}=-1\), so

\[ B=(\pm i)^{l_y}\sum_k(-1)^{j-k}\binom jk\binom{\mu}{l_x-2k}. \]

Every coefficient is a real number times \((\pm i)^{l_y}\): real for even \(l_y\), imaginary for odd \(l_y\).

## Second derivation: harmonic polynomials and Gaussian partial integration

This route uses neither polar coordinates nor Legendre functions. It defines the pure function by the operators \(L^2\) and \(L_z\) (in units of \(\hbar\)) acting on polynomials and normalises it directly in the Gaussian metric.

### Sharp angular momentum means harmonic

Let \(\mathbf L=-i\,\mathbf r\times\nabla\) and \(E=x_k\partial_k\), with repeated indices summed. Contracting the two Levi-Civita symbols,

\[ L^2=-\left(x_j\partial_kx_j\partial_k-x_j\partial_kx_k\partial_j\right). \]

In the first term \(\partial_kx_j=\delta_{jk}+x_j\partial_k\) gives \(E+r^2\nabla^2\). In the second, \(\partial_kx_k=3+x_k\partial_k\) gives \(3E+x_jx_k\partial_k\partial_j\), and \(E^2=x_j\partial_jx_k\partial_k=E+x_jx_k\partial_j\partial_k\) turns this into \(E^2+2E\). Therefore

\[ L^2=E(E+1)-r^2\nabla^2 . \]

On a homogeneous polynomial \(H\) of degree \(l\), Euler's theorem says \(EH=lH\), so \(L^2H=l(l+1)H-r^2\nabla^2H\). The polynomial has angular momentum \(l\) if and only if \(\nabla^2H=0\). Since \(\mathbf L\) annihilates functions of \(r\), the factor \(e^{-\alpha r^2}\) does not change this.

### The solution for given \(m\)

Let \(w=x+iy\) and \(\bar w=x-iy\), so that \(w\bar w=\rho^2\). The change from \((x,y)\) to \((w,\bar w)\) is linear and invertible, so the products \(w^p\bar w^qz^s\) with \(p+q+s=l\) are a basis for the polynomials of degree \(l\). The operator \(L_z=-i(x\partial_y-y\partial_x)\) gives \(L_zw=-i(ix-y)=w\), \(L_z\bar w=-i(-ix-y)=-\bar w\) and \(L_zz=0\). It is a first-order operator and obeys the product rule, so \(w^p\bar w^qz^s\) has eigenvalue \(p-q\). For \(m=\mu\ge0\) the most general eigenfunction is

\[ H=\sum_{j=0}^{\lfloor\lambda/2\rfloor}a_j\,w^{\mu+j}\bar w^{\,j}z^{\lambda-2j}, \]

and \(m=-\mu\) follows by exchanging \(w\) and \(\bar w\), which for real \(a_j\) is complex conjugation.

Define \(\partial_\mp=\partial_x\mp i\partial_y\). Then \(\partial_-w=2\), \(\partial_-\bar w=0\), \(\partial_+\bar w=2\), \(\partial_+w=0\), and \(\partial_x^2+\partial_y^2=\partial_-\partial_+\). Hence

\[ \nabla^2\,w^p\bar w^qz^s=4pq\,w^{p-1}\bar w^{q-1}z^s+s(s-1)\,w^p\bar w^qz^{s-2}. \]

In \(\nabla^2H\) the basis element \(w^{\mu+j}\bar w^jz^{\lambda-2j-2}\) receives the first kind of term from \(a_{j+1}\) and the second kind from \(a_j\). The \(j=0\) term of \(H\) has \(q=0\) and produces nothing of the first kind; the last term has \(s=0\) or \(1\) and produces nothing of the second kind. The condition \(\nabla^2H=0\) is therefore exactly

\[ 4(j+1)(\mu+j+1)\,a_{j+1}=-(\lambda-2j)(\lambda-2j-1)\,a_j . \]

The factor on the left is never zero, so \(a_0\) determines all the rest, and for each \(m\) with \(|m|\le l\) there is one harmonic polynomial up to a constant. The harmonic polynomials of degree \(l\) form a space of dimension \(2l+1\), since \(L_z\) commutes with \(\nabla^2\) and every harmonic polynomial splits into harmonic parts of definite \(m\). Iterating \(j\) times, the right-hand factors multiply to \(\lambda!/(\lambda-2j)!\) and the left-hand ones to \(4^jj!\,(\mu+j)!/\mu!\):

\[ a_j=a_0\,\frac{(-1)^j\,\mu!\,\lambda!}{4^j\,j!\,(\mu+j)!\,(\lambda-2j)!}. \]

The phase rule requires \(a_0>0\).

The first derivation has given the Schlegel–Frisch formula, and the second has found the harmonic polynomial for each \(l\) and \(m\) up to the constant \(a_0\). It remains to normalise that polynomial and to show that the two results agree.
